# Surface Concentration after Constant-Source Predeposition and Sealed Drive-In

## The decision that needs this result

A process calculation must choose how long to heat a wafer after its dopant source has been removed. The drive-in lowers the surface concentration and, as long as that concentration stays well above the wafer's background doping, pushes the junction deeper. A quick estimate places the whole dose in a thin sheet at the surface and lets it spread as a Gaussian. That is safe when the drive-in is much longer than the predeposition, with both measured by diffusivity times time. When the two are comparable, the estimate calls for too long a drive-in. The formula derived here covers both cases:

$$
C(0)=\frac{2C_s}{\pi}\arctan\sqrt{\frac{D_1t_1}{D_2t_2}} .
$$

The angle is in radians. $C_s$ is the surface concentration held during predeposition; subscripts 1 and 2 denote predeposition and drive-in.

## The model

Silicon fills $x\ge0$ and initially contains none of the diffusing dopant. The concentration $C(x,t)$ obeys

$$
\frac{\partial C}{\partial t}=D\frac{\partial^2C}{\partial x^2},
$$

with $D$ independent of position and concentration. The wafer is much thicker than the diffusion depth. During predeposition $C(0,t)=C_s$. The source is then stripped without removing dopant from the silicon, and the surface is sealed, so that $\partial C/\partial x=0$ at $x=0$. Clustering, evaporation and uptake by a surface layer are excluded for now.

It is convenient to write

$$
A=D_1t_1,\qquad B=D_2t_2,\qquad U=\sqrt{A/B}.
$$

$A$ and $B$ are areas, and $2\sqrt A$ and $2\sqrt B$ are the diffusion lengths of the two stages.

## Predeposition

The problem contains no length except $\sqrt{D_1t}$, so try $C=C_sf(\eta)$ with $\eta=x/(2\sqrt{D_1t})$. Since $\partial\eta/\partial t=-\eta/(2t)$ and $(\partial\eta/\partial x)^2=1/(4D_1t)$, the diffusion equation becomes

$$
-\frac{\eta}{2t}f'=\frac{D_1}{4D_1t}f''
\quad\Longrightarrow\quad f''=-2\eta f'.
$$

Hence $f'$ is proportional to $e^{-\eta^2}$. The conditions $f(0)=1$ and $f(\infty)=0$ give

$$
f(\eta)=\operatorname{erfc}\eta=\frac{2}{\sqrt\pi}\int_\eta^\infty e^{-s^2}ds .
$$

At the end of predeposition the profile is therefore

$$
C_1(x)=C_s\operatorname{erfc}\!\left(\frac{x}{2\sqrt A}\right).
$$

The dose per unit area follows by integrating by parts. The boundary term $\eta\operatorname{erfc}\eta$ vanishes at both ends, so

$$
\int_0^\infty\operatorname{erfc}\eta\,d\eta
=\frac{2}{\sqrt\pi}\int_0^\infty\eta e^{-\eta^2}d\eta=\frac1{\sqrt\pi},
\qquad Q=2C_s\sqrt{\frac A\pi}.
$$

## Sealed drive-in

Extend $C_1$ to negative $x$ as an even function and let it diffuse on the whole line. Diffusion preserves evenness, and a smooth even function has zero slope at the origin. The right half of this solution therefore satisfies the sealed-surface condition. A unit source on the whole line spreads into

$$
G_B(z)=\frac{e^{-z^2/4B}}{\sqrt{4\pi B}} .
$$

Adding the source at $y$ and its image at $-y$ gives

$$
C(x)=\int_0^\infty C_1(y)\,[G_B(x-y)+G_B(x+y)]\,dy .
$$

At $x=0$ the two kernels are equal, which produces a factor 2:

$$
C(0)=\frac{2C_s}{\sqrt{4\pi B}}\int_0^\infty
\operatorname{erfc}\!\left(\frac{y}{2\sqrt A}\right)e^{-y^2/4B}\,dy .
$$

Put $y=2\sqrt B\,u$, so $dy=2\sqrt B\,du$. The prefactor becomes $2C_s\cdot2\sqrt B/(2\sqrt{\pi B})=2C_s/\sqrt\pi$, and

$$
C(0)=\frac{2C_s}{\sqrt\pi}F(a),\qquad
F(a)=\int_0^\infty e^{-u^2}\operatorname{erfc}(au)\,du,\qquad
a=\sqrt{\frac BA}=\frac1U .
$$

## Evaluating the integral

Differentiate with respect to $a$. This may be done under the integral because the derivative of the integrand is bounded in size by $(2/\sqrt\pi)\,u e^{-u^2}$, which is integrable. Since $\partial_a\operatorname{erfc}(au)=-(2u/\sqrt\pi)e^{-a^2u^2}$,

$$
F'(a)=-\frac{2}{\sqrt\pi}\int_0^\infty u\,e^{-(1+a^2)u^2}du
=-\frac{1}{\sqrt\pi\,(1+a^2)} .
$$

The constant of integration comes from large $a$. There $0\le F(a)\le\int_0^\infty\operatorname{erfc}(au)\,du=1/(a\sqrt\pi)$, so $F(\infty)=0$. Integrating from $a$ to infinity,

$$
F(a)=\frac1{\sqrt\pi}\left(\frac\pi2-\arctan a\right)
=\frac1{\sqrt\pi}\arctan\frac1a .
$$

Substitution in $C(0)$ gives

$$
\boxed{C(0)=\frac{2C_s}{\pi}\arctan U.}
$$

Consider a right triangle with legs $\sqrt A$ and $\sqrt B$. The angle opposite $\sqrt A$, as a fraction of a right angle, is the fraction of $C_s$ left at the surface. Equal budgets, $A=B$, leave one half.

## The whole profile

The junction depth needs $C(x)$ as well. First write the complementary error function as a mixture of Gaussians. For $z\ge0$ define

$$
H(z)=\frac2\pi\int_0^\infty\frac{e^{-z^2(1+v^2)}}{1+v^2}\,dv .
$$

Then $H(0)=(2/\pi)(\pi/2)=1$. For $z>0$ the derivative cancels the denominator:

$$
H'(z)=-\frac{4z}{\pi}e^{-z^2}\int_0^\infty e^{-z^2v^2}dv
=-\frac{4z}{\pi}e^{-z^2}\frac{\sqrt\pi}{2z}
=-\frac2{\sqrt\pi}e^{-z^2}.
$$

This is the derivative of $\operatorname{erfc}z$. The values at zero also agree and both functions are continuous there, so $H=\operatorname{erfc}$.

With $z=|y|/(2\sqrt A)$, the evenly extended profile is a sum of terms $e^{-y^2/4\alpha}$, where $\alpha=A/(1+v^2)$. Each term equals $\sqrt{4\pi\alpha}\,G_\alpha(y)$. Diffusion turns $G_\alpha$ into $G_{\alpha+B}$, so the term becomes

$$
\sqrt{\frac{\alpha}{\alpha+B}}\;e^{-x^2/4(\alpha+B)} .
$$

Let $S=A+B+Bv^2$. Then $\alpha+B=S/(1+v^2)$ and $\alpha/(\alpha+B)=A/S$, giving

$$
C(x)=\frac{2C_s}{\pi}\int_0^\infty
\frac{dv}{1+v^2}\sqrt{\frac AS}\,
\exp\!\left[-\frac{x^2(1+v^2)}{4S}\right].
$$

Now substitute $w=v\sqrt{A/S}$. Two identities are needed:

$$
1+w^2=\frac{S+Av^2}{S}=\frac{(A+B)(1+v^2)}{S},
$$

$$
\frac{dw}{dv}=\sqrt A\,\frac{S-Bv^2}{S^{3/2}}
=\frac{\sqrt A\,(A+B)}{S^{3/2}} .
$$

Their quotient is $dw/(1+w^2)=\sqrt{A/S}\,dv/(1+v^2)$. As $v$ runs from zero to infinity, $w$ runs from zero to $U$. Therefore

$$
C(x)=\frac{2C_s}{\pi}\int_0^U\frac{1}{1+w^2}
\exp\!\left[-\frac{x^2(1+w^2)}{4(A+B)}\right]dw .
$$

At $x=0$ this returns the arctangent. Every exponential falls as $x$ increases, so the maximum is at the surface. Integration over depth gives

$$
\int_0^\infty C\,dx=\frac{2C_s}{\pi}\sqrt{\pi(A+B)}
\int_0^U\frac{dw}{(1+w^2)^{3/2}} .
$$

The last integral is $U/\sqrt{1+U^2}=\sqrt{A/(A+B)}$, because $w/\sqrt{1+w^2}$ has the integrand as its derivative. The result is $2C_s\sqrt{A/\pi}=Q$: the sealed wafer keeps its dose.

## Long and short drive-ins

For a long drive-in $U\ll1$, and $\arctan U=U-U^3/3+\cdots$. Hence

$$
C(0)=\frac{2C_s}{\pi}\sqrt{\frac AB}\left(1-\frac{U^2}{3}+\cdots\right)
=\frac{Q}{\sqrt{\pi B}}\left(1-\frac{U^2}{3}+\cdots\right).
$$

The leading term is the Gaussian estimate. Since $\arctan U<U$ for every $U>0$, that estimate is always too high within this model. It puts at the surface a dose that already has a finite depth.

For a short drive-in use $\arctan U=\pi/2-\arctan(1/U)$:

$$
\frac{C(0)}{C_s}=1-\frac2\pi\sqrt{\frac BA}+\cdots .
$$

The initial fall goes as the square root of time. The erfc profile has a finite slope at the surface, and sealing must flatten it over a depth of order $\sqrt B$. The Gaussian estimate instead diverges as $B\to0$.

To choose a drive-in for a target fraction $q=C(0)/C_s$, invert the result:

$$
B=\frac{A}{\tan^2(\pi q/2)} .
$$

For $q=1/2$ this gives $B=A$. The Gaussian estimate would require $(2/\pi)U=1/2$, hence $B=16A/\pi^2\approx1.62A$. With that 62% longer budget the true model value is $(2/\pi)\arctan(\pi/4)\approx0.42$, not 0.50.

## Boron in silicon

Take a dilute boron source with $C_s=10^{18}\ \mathrm{cm^{-3}}$, a predeposition of 3600 s at 1273 K and a drive-in of 3600 s at 1323 K. The wafer contains $10^{16}\ \mathrm{cm^{-3}}$ donors. A rough intrinsic diffusivity is $D=10^{14}\exp(-3.5\ \mathrm{eV}/k_BT)\ \mathrm{nm^2/s}$, which gives

$$
A=1.3918\times3600\approx5010\ \mathrm{nm^2},\qquad
B=4.6479\times3600\approx16730\ \mathrm{nm^2}.
$$

Then $U=\sqrt{5010/16730}=0.547$, $\arctan U=0.501$, and

$$
C(0)=\frac{2\times10^{18}}{\pi}(0.501)
=3.19\times10^{17}\ \mathrm{cm^{-3}} .
$$

A finite-volume solution of both stages, started from an empty wafer, gives the same value to the printed digits. The Gaussian estimate is $3.48\times10^{17}\ \mathrm{cm^{-3}}$, which is 9.3% above the arctangent result.

The dose is $7.99\times10^{12}\ \mathrm{cm^{-2}}$. The junction lies where boron equals the donor concentration; it moves from 258 nm to 528 nm. At 200 nm the boron concentration rises from $4.6\times10^{16}$ to $1.93\times10^{17}\ \mathrm{cm^{-3}}$ while the surface value falls: the same dose has moved inward.

The diffusivity prefactor cancels in $U$, so an error common to both stages leaves $C(0)$ unchanged. It does change the depths, which scale as the square root of the prefactor. An error in the activation energy changes both.

## Furnace ramps

If $D$ varies with time but not with position or concentration, define $\tau=\int D\,dt$. Then $\partial C/\partial t=D\,\partial C/\partial\tau$, and the diffusion equation becomes $\partial C/\partial\tau=\partial^2C/\partial x^2$. The derivation stands with $B=\int D\,dt$ over the whole sealed stage. Successive sealed heat treatments simply add their contributions.

For small changes in $B$ at fixed $A$, use $dU=-U\,dB/(2B)$:

$$
\frac{dC(0)}{C(0)}=-\frac{U}{2(1+U^2)\arctan U}\,\frac{dB}{B} .
$$

The coefficient is $-0.42$ here. Heating from 1073 K to 1323 K and cooling back, each at 10 K/min, adds $2259\ \mathrm{nm^2}$, or 13.5% of $B$. The linear estimate is a fall of 5.7%; the full arctangent gives 5.2%.

Ramps matter more for short holds. To reach $C_s/2$ one needs $B=A$, which without ramps means $5010/4.648\approx1080$ s at 1323 K. With these ramps the hold should be $(5010-2259)/4.648\approx590$ s.

## When the seal is an oxide

An oxide cap can absorb boron. Suppose it does not grow during the drive-in, has a fixed diffusivity ratio to silicon, and is initially clean and thick compared with its own diffusion length, and let $m=C_{\mathrm{Si}}/C_{\mathrm{ox}}$ be the equilibrium concentration ratio at the interface. Define $u=C$ in silicon and $u=mC$ in oxide, so that $u$ is continuous.

For a unit source at depth $y$, try

$$
u_{\mathrm{Si}}=G_B(x-y)+R\,G_B(x+y),\qquad
u_{\mathrm{ox}}=T\,G_B(\xi+y),
$$

where $\xi=-x\sqrt{D_{\mathrm{Si}}/D_{\mathrm{ox}}}$ for $x<0$. The stretched coordinate makes $u_{\mathrm{ox}}$ satisfy the oxide diffusion equation. Continuity gives $1+R=T$. At the interface the slopes are $(1-R)\,yG_B(y)/(2B)$ in silicon and $\sqrt{D_{\mathrm{Si}}/D_{\mathrm{ox}}}\;T\,yG_B(y)/(2B)$ in oxide. Equal fluxes require $D_{\mathrm{Si}}\partial_xu_{\mathrm{Si}}=(D_{\mathrm{ox}}/m)\partial_xu_{\mathrm{ox}}$, hence

$$
1-R=rT,\qquad r=\frac1m\sqrt{\frac{D_{\mathrm{ox}}}{D_{\mathrm{Si}}}},
\qquad T=\frac{2}{1+r} .
$$

A perfect seal has $T=2$. The ratio is the same for every source depth, so the silicon surface concentration is the sealed result divided by $1+r$.

With rough values $m=0.3$ and $D_{\mathrm{ox}}/D_{\mathrm{Si}}=3\times10^{-4}$, $r=0.058$ and the surface concentration falls by 5.5%. The oxide diffusion length is $2\sqrt{3\times10^{-4}B}\approx4.5$ nm, so a 30 nm cap counts as thick. A two-layer numerical calculation with that cap agrees with the factor to within 0.3%.

## When constant diffusivity fails

Boron acceptors raise the hole density $p$. Let $n_i$ be the intrinsic carrier density and $h=C/(2n_i)$. With full ionization, local neutrality and the small donor background omitted, $p-n_i^2/p=C$, so

$$
\frac p{n_i}=h+\sqrt{h^2+1}.
$$

The built-in field pulls the negative acceptors along with the falling hole density. Their flux is $-D(\partial_xC+C\,\partial_x\ln p)$. Because $d\ln p/dh=1/\sqrt{h^2+1}$, the field multiplies $D$ by $1+h/\sqrt{h^2+1}$. If 95% of the intrinsic diffusivity is hole-assisted and point defects stay in equilibrium, the effective diffusivity is

$$
D_{\mathrm{eff}}=D_i\left(0.05+0.95\frac p{n_i}\right)
\left(1+\frac h{\sqrt{h^2+1}}\right),
$$

where $D_i$ is the intrinsic value.

At 1273 K, $n_i\approx7.1\times10^{18}\ \mathrm{cm^{-3}}$. For $C_s=10^{18}\ \mathrm{cm^{-3}}$, $h=0.071$ and $D_{\mathrm{eff}}$ at the source surface is about 14% above $D_i$. A nonlinear solution of both stages puts the final surface concentration 2.8% above the arctangent value.

For $C_s=10^{20}\ \mathrm{cm^{-3}}$, with times and temperatures unchanged, $D_{\mathrm{eff}}$ at the source surface is about 27 times $D_i$. The nonlinear calculation gives $C(0)/C_s=0.46$ instead of 0.32, a rise of 44%. The arctangent formula should not be used for such a source.

## Reading the example as a process

The temperatures and times lie in the range of furnace diffusion, but $C_s=10^{18}\ \mathrm{cm^{-3}}$ is low. A boron source near its solubility limit gives roughly $10^{20}\ \mathrm{cm^{-3}}$, where the 44% shift shows that constant diffusivity is no longer an adequate assumption. Clustering, omitted even from the nonlinear model, can then matter too. For the dilute source, an oxidizing drive-in is a larger concern, for two reasons. Oxidation injects silicon interstitials that speed boron diffusion; if this doubled $D_2$ (a rough scale) behind a perfect seal, the surface concentration would fall by 26%. More important, the surface is then not sealed. Oxide growing at rate $\dot X$ keeps taking up boron at concentration $C(0)/m$ while consuming silicon at about $0.44\dot X$, so the boundary condition becomes $D_2\,\partial_xC=(1/m-0.44)\,\dot X\,C$. For dry oxidation at 1323 K, $\dot X$ is roughly 0.015 nm/s, and with $m=0.3$ the group $(1/m-0.44)\,\dot X\sqrt B/D_2$ is about 1.2. This is not a small correction: the surface concentration falls by roughly 70% and about half the dose is lost. Neither the arctangent formula nor the fixed-cap factor $1/(1+r)$ applies to an oxidizing drive-in. Near a mask edge lateral spreading also breaks the one-dimensional model. The percentages above are separate changes from the same ideal result and should not be added as if they were independent. The numerical output below lists the values used.

## Values computed for the example and the checks

```
Boron in silicon; rough typical material parameters
Source surface concentration Cs: 1e+18 cm^-3
Wafer donor concentration: 1e+16 cm^-3
Predeposition temperature: 1273 K
Drive-in temperature: 1323 K
Predeposition time t1: 3600 s
Drive-in time t2: 3600 s
Diffusivity prefactor: 1e+14 nm^2/s
Activation energy: 3.5 eV
D1: 1.3918 nm^2/s
D2: 4.6479 nm^2/s
A = D1 t1: 5010.5 nm^2
B = D2 t2: 16732 nm^2
U = sqrt(A/B): 0.54722
arctan U: 0.50071 rad
Dose: 7.9872e+12 cm^-2
Final surface fraction C(0)/Cs: 0.31876
Final surface concentration: 3.1876e+17 cm^-3
Finite-volume surface concentration: 3.1876e+17 cm^-3
Gaussian surface estimate: 3.4837e+17 cm^-3
Gaussian estimate error: 9.29 %
Junction depth after predeposition: 257.9 nm
Junction depth after drive-in: 527.6 nm
Depth 0 nm: before 1.000e+18, after 3.188e+17 cm^-3
Depth 100 nm: before 3.178e+17, after 2.811e+17 cm^-3
Depth 200 nm: before 4.573e+16, after 1.930e+17 cm^-3
Depth 400 nm: before 6.448e+13, after 4.321e+16 cm^-3
Neglected effects: change of final surface concentration
Intrinsic density at predeposition: 7.08e+18 cm^-3
Intrinsic density at drive-in: 9.23e+18 cm^-3
Hole-assisted share of intrinsic diffusivity: 0.95
Hole and field effects at example Cs: 2.81 %
Heavy-source Cs: 1e+20 cm^-3
Heavy-source nonlinear C(0)/Cs: 0.4591
Hole and field effects at heavy Cs: 44 %
Ramp start and end temperature: 1073 K
Ramp rate each way: 10 K/min
Ramp addition to B: 2259 nm^2
Ramp effect: -5.23 %
Oxide segregation ratio C_Si/C_ox: 0.3
Oxide-to-silicon diffusivity ratio: 0.0003
Oxide cap thickness: 30 nm
Oxide uptake parameter r: 0.0577
Oxide uptake effect: -5.46 %
Effect of doubled drive-in diffusivity: -26.3 %
```
